Nuclear stopping of protons and antiprotons in a Yukawa potential

**The problem**

A projectile of mass m, laboratory energy E_lab and speed v meets a free atom of mass M at rest. The interaction is a screened Coulomb potential,

V(r) = s A exp(−r/a)/r,  A > 0,

with s = +1 for a proton and s = −1 for an antiproton. Both signs have the same A and a. The motion is nonrelativistic and the collisions are elastic and binary. Let μ = mM/(m+M) be the reduced mass, E = μv²/2 the energy in the centre-of-mass frame, b the impact parameter, and

ε = Ea/A,  x = b/a.

(a) Express the nuclear stopping cross section S, the integral of the energy given to the atom over all impact parameters, through the deflection angle θ.

(b) Expand θ to second order in A. Which term distinguishes the signs in S, and what causes it?

(c) Find the leading forms, for ε ≫ 1, of the mean of the two stopping cross sections and of their difference.

(d) Calculate S in first Born theory and compare the signs.

(e) Evaluate the results for 200 eV projectiles in dilute helium, and judge what the model leaves out.

**Hints**

1. In the centre-of-mass frame the atom's velocity turns through θ without changing its length.

2. Write θ as the b-derivative of a radial action. Expanding under the integral fails at second order, because the turning point moves. The variable ρ = r√(1 − V/E) fixes the turning point at ρ = b.

3. For ε ≫ 1, large deflections occur only for b ≪ a. There the potential is a Coulomb potential plus a constant. Join this region to the region of small deflections at b = Xa, with 1/ε ≪ X ≪ 1.

4. In the Born integral use y = sin²(θ/2).

**Solution**

*(a) Energy transfer*

The atom's speed in the centre-of-mass frame is μv/M. Turning a vector of this length through θ changes it by 2(μv/M) sin(θ/2). The atom was at rest in the laboratory, so this change is its final laboratory velocity. Its energy is

T = (M/2)(2μv/M)² sin²(θ/2) = T_max sin²(θ/2),

T_max = 2μ²v²/M = 4mM E_lab/(m+M)².

Integration over rings of area 2πb db gives

S = πa² T_max F_s(ε),  F_s = ∫₀^∞ 2x sin²(θ/2) dx.

The sign of θ drops out. A difference between the projectiles needs a difference in |θ|.

*(b) Deflection to second order*

Conservation of energy and angular momentum gives

θ = π − 2b ∫ dr / [r² √(1 − V/E − b²/r²)],

integrated from the closest distance r₀ to infinity. Positive θ means repulsion. Define

W(b) = 2∫ √(1 − V/E − b²/r²) dr − 2∫ √(1 − b²/r²) dr,

each integral starting at its own turning point. The integrands vanish there, so moving limits contribute nothing to dW/db. The free integral contributes π, and therefore θ = dW/db.

Now set ρ² = r²(1 − V/E). The first root becomes √(ρ² − b²)/r. For repulsion ρ increases with r outside the closest distance, because r² and 1 − V/E both grow. Provided the same holds for attraction, which Variation 2 examines,

W = 2∫_b^∞ √(ρ² − b²) d[ln(r/ρ)]
= −2∫_b^∞ ln(r/ρ) ρ dρ/√(ρ² − b²).

The boundary terms vanish because the root is zero at ρ = b and the potential decays exponentially at infinity.

Write v = V/E in this part, so that ln(r/ρ) = −½ ln(1 − v(r)) = ½v(r) + ¼v(r)² + … To first order r = ρ(1 + ½v), hence v(r) = v(ρ) + ½ρvv′. Thus

ln(r/ρ) = ½v + ¼v² + ¼ρvv′ = ½v + (1/8ρ) d(ρ²v²)/dρ,

with everything now evaluated at ρ. Measure lengths in a. Then v = s exp(−ρ)/(ερ) and d(ρ²v²)/dρ = −2 exp(−2ρ)/ε². Using

∫_x^∞ exp(−cρ) dρ/√(ρ² − x²) = K₀(cx),

we obtain

W = −(s/ε) K₀(x) + K₀(2x)/(2ε²) + …

Since K₀′ = −K₁,

θ = s K₁(x)/ε − K₁(2x)/ε² + …

The first term changes sign with s and the second does not. The second therefore reduces |θ| for repulsion and increases it for attraction. In θ² it produces the cross term −2sK₁(x)K₁(2x)/ε³, which distinguishes the two projectiles.

The cause is visible close to the nucleus, where

V ≈ sA/r − sA/a.

The constant is the potential of the screening charge. The motion there is Coulomb motion with energy

E_c = E + sA/a = E(1 + s/ε).

Relative to a bare Coulomb field of the same sign, screening makes the antiproton slower near the nucleus and the proton faster. The antiproton is still the faster of the two at equal r, because it is attracted.

With angular momentum fixed, E_c b_c² = Eb². The Coulomb formula tan(|θ|/2) = A/(2E_c b_c) becomes

tan(|θ|/2) = 1/[2εx √(1 + s/ε)].

Without the shift, the angle would have the same size for both signs, so a pure Coulomb field gives no difference. For large ε and 1/ε ≪ x ≪ 1 this formula gives |θ| ≈ [1 − s/(2ε)]/(εx). The Bessel expansion agrees, because K₁(x) ≈ 1/x and K₁(2x) ≈ 1/(2x).

*(c) High energies*

For x < X use the shifted Coulomb formula. With κ = 4ε²(1 + s/ε),

F_in = ∫₀^X 2x dx/(1 + κx²) = ln(1 + κX²)/κ.

Since κX² ≫ 1, the 1 in the logarithm can be dropped. Set Λ = ln(2εX). To first order in s/ε,

F_in = (1/4ε²)(1 − s/ε)(2Λ + s/ε)
= Λ/(2ε²) + s(1 − 2Λ)/(4ε³).

For x > X the angle is small, sin²(θ/2) ≈ θ²/4, and

F_out = I/(2ε²) − sJ/ε³,

I = ∫_X^∞ x K₁(x)² dx,  J = ∫_X^∞ x K₁(x)K₁(2x) dx.

Both integrals follow from K₀′ = −K₁ and (xK₁)′ = −xK₀. Differentiation with these rules confirms

I = X K₀(X)K₁(X) − ½X²K₁(X)² + ½X²K₀(X)²,

J = (X/3)[2K₁(X)K₀(2X) − K₀(X)K₁(2X)].

For small X, XK₁(X) → 1, XK₁(2X) → ½ and K₀(X) → ln(2/X) − γ, where γ is Euler's constant. Hence

I → ln(2/X) − γ − ½,

J → (1/3)[2(−ln X − γ) − ½(−ln X + ln 2 − γ)]
= −½ ln X − ½γ − (1/6) ln 2.

In the terms independent of s, X cancels:

(F₋ + F₊)/2 ≈ [ln(4ε) − γ − ½]/(2ε²).

The terms proportional to s are

(s/ε³)[¼ − ½ ln(2εX) + ½ ln X + ½γ + (1/6) ln 2].

Again X cancels. Subtracting the value for s = +1 from that for s = −1 gives

F₋ − F₊ ≈ [ln ε + (2/3) ln 2 − γ − ½]/ε³.

These laws are classical. Besides ε ≫ 1 they require A/(ħv) ≫ 1; at higher speeds the mean crosses over gradually to the Born value of part (d), which it reaches only for A/(ħv) ≪ 1 (for ka = 40 it is still about 17% below that value at A/(ħv) = 1). Within these limits the antiproton loses more energy to nuclear recoil. The difference divided by the mean approaches 2/ε, but only as fast as the logarithms outgrow their constants.

The matching keeps the leading term of each combination. Direct integration at ε = 1000 gives 1.00000 times the law for the mean and 1.00001 times the law for the difference. The difference law must not be carried down to ε near 1: its bracket is negative below ε ≈ 1.85, while the integrated difference is still positive at every point tested there.

For 25 energies between ε = 0.05 and 1000, integration gave a ratio F₋/F₊ above 1 every time. The largest value on this grid was 3.2, at ε = 0.17. This ordering at low ε is a numerical finding at those points, not a consequence of the high-energy law.

*(d) First Born theory*

Let k = μv/ħ and let q = 2k sin(θ/2) be the momentum transfer divided by ħ. The Fourier transform of the potential is 4πsA/(q² + 1/a²), so the first Born amplitude is

f = −(2μsA/ħ²)/(q² + 1/a²).

It is proportional to s, and s² = 1 in |f|². First Born stopping is therefore the same for both signs at every energy.

To find its value, use 2μ/ħ² = k²/E, y = sin²(θ/2) and β = 1/(4k²a²). Then

|f|² = (A/4E)²/(y + β)²,  dΩ = 4π dy,

S_B = T_max (πA²/4E²) ∫₀¹ y dy/(y + β)².

The integral is ln(1 + 1/β) − 1/(1 + β). With A/E = a/ε,

F_B = [ln(1 + 4k²a²) − 4k²a²/(1 + 4k²a²)]/(4ε²).

The missing sign is a property of the first-order truncation. The amplitude continues as f = sAf₁ + A²f₂ + …, with f₁ real, so

|f|² = A²f₁² + 2sA³f₁ Re f₂ + …

Quantum mechanics can therefore distinguish the signs from order A³ onward.

The full quantum result can be computed from the phase shifts δ_l. Put the partial-wave amplitude into ∫(1 − cos θ)|f|² dΩ. The term without cos θ gives

(4π/k²) Σ (2l+1) sin²δ_l = (4π/k²) Σ (l+1)(sin²δ_l + sin²δ_{l+1}).

The factor cos θ couples only neighbouring l and gives

(4π/k²) Σ 2(l+1) sin δ_l sin δ_{l+1} cos(δ_l − δ_{l+1}).

Their difference simplifies, because sin²α + sin²β′ − 2 sin α sin β′ cos(α − β′) = sin²(α − β′). As S is T_max/2 times this integral,

F = (2/k²a²) Σ (l+1) sin²(δ_l − δ_{l+1}).

In the semiclassical limit l ≈ kb and θ = 2 dδ/dl, and the sum becomes the classical integral of part (a).

*(e) 200 eV in helium*

The variational helium atom with one exponential orbital has, in atomic units, the energy ζ² − 4ζ + (5/8)ζ, with its minimum at ζ = 27/16. This level leaves out electron correlation and any better orbital shape. Its static potential for a unit charge is

V = 2s(1/r + ζ) exp(−2ζr) ≈ 2s(1/r − ζ) at small r.

Choosing a = 1/ζ gives the Yukawa potential the same constant at the nucleus, which sets the leading logarithm of the sign difference at high energy. The terms beside the logarithm depend on the whole potential. Thus a = 0.0314 nm, A = 2.880 eV nm and A/a = 91.84 eV.

The mass ratio gives E = 159.8 eV and T_max = 0.6425 × 200 eV = 128.5 eV. Hence

ε = 159.8/91.84 = 1.740.

At b = a the deflection in the centre-of-mass frame is 17.4° for the proton and −22.7° for the antiproton. At b = a/2 the angles are 43.2° and −62.4°. Integration over b gives F₊ = 0.1475 and F₋ = 0.2415. With πa² = 0.003089 nm²,

S₊ = 0.003089 × 128.5 × 0.1475 = 0.0585 eV nm² = 0.585×10⁻¹⁵ eV cm²,

S₋ = 0.003089 × 128.5 × 0.2415 = 0.0959 eV nm² = 0.959×10⁻¹⁵ eV cm².

Reversing the sign raises the nuclear stopping by 64% of the proton value. At 1 Torr and 300 K the gas holds 3.22×10¹⁶ atoms/cm³, and the nuclear losses per path length are 18.8 and 30.9 eV/cm. The ratio S₋/S₊ falls to 1.16 at 1 keV and 1.04 at 5 keV.

For the same potential at 200 eV, ka = 77.8 and F_B = 0.751. This is 5.1 times the proton value and 3.1 times the antiproton value. The parameter A/(ħv) is 22, whereas Born theory at ka ≫ 1 needs it to be small; it reaches 1 only at about 100 keV. The phase-shift sum gives 0.1474 and 0.2415 for the two signs. Quantum mechanics thus reproduces the classical sign difference here, and the first-order truncation loses it.

The excess of the Born value can also be traced. For ka ≫ 1 its bracket, written over 2ε², is ln(2ka) − ½. The classical mean at ε ≫ 1 has ln(4ε) − γ − ½. Since 2ka/(4ε) = A/(ħv), Born theory exceeds the mean by [ln(A/ħv) + γ]/(2ε²) when ε and A/(ħv) are both large. The example, at ε = 1.74, lies outside this regime: the formula gives 0.61, while the actual excess is 0.56.

These numbers describe nuclear recoil in a model atom, not the total stopping of real projectiles. The estimates below are for 200 eV, with S in 10⁻¹⁵ eV cm²:

- Replacing the Yukawa form by the static potential above changes S₊ to 0.50 and S₋ to 0.90.
- A real atom also polarizes, which attracts both projectiles. Adding −α/[2(r² + d²)²] in atomic units, with a rough α = 1.4 bohr³ and d chosen to give −27 eV at contact, changes these values to 0.39 and 1.06. The contact energy comes from variational two-electron atoms with nuclear charges 1, 2 and 3. In this estimate polarization widens the gap. The second digit depends on the assumed form: adiabatic Hartree–Fock energies of helium in the field of a charge ±1 give about 0.42 and 1.05 instead.
- A rough velocity-proportional estimate for positive ions gives an electronic stopping of 0.8. It ignores that exciting helium costs about 20 eV, which suppresses electronic loss by slow protons, so it is probably much too high at 200 eV. It does not carry over to antiprotons either. Electronic loss is therefore not reliably sized here.
- Electron capture by the proton and ionization by either projectile are not included in the recoil calculation, and their effect on it has not been sized.
- Thermal energy, 0.026 eV, is negligible beside 200 eV. With a rough contact radius of 3 fm, a classical capture estimate puts the annihilation cross section at about 10⁻⁴ of the antiproton's momentum-transfer cross section. This is only an order of magnitude, because the capture involves less than one partial wave; complete absorption of the s wave would give about 3×10⁻⁴.

Polarization is thus the largest of the corrections to the antiproton's recoil sized here, and for the proton it is comparable to the change of static potential, while the electronic loss remains open.

**Variation 1: weak coupling**

*How does the sign enter when Born theory is a good first approximation?*

Take ka = 1 and the small dimensionless coupling g = 2μAa/ħ² = 0.05. By part (d), half the difference F₋ − F₊ should grow as A³ at fixed k and a, while the mean should approach F_B.

The phase-shift sum gives a mean of 1.00015 F_B. Half the difference is positive and equals 2.0% of the mean. Doubling A multiplies it by 7.997, close to 2³ = 8. The antiproton again has the larger stopping, here in a regime where no classical trajectory is meaningful. Agreement of the mean with first Born theory does not show that the sign effect vanishes.

**Variation 2: the limit of a single turning point**

*Down to what energy does each impact parameter have one closest distance for attraction?*

With lengths in a, the turning-point condition is

b² = r₀² + r₀ exp(−r₀)/ε.

It gives one r₀ for each b if the right side always increases:

2r₀ + (1 − r₀) exp(−r₀)/ε > 0.

For r₀ ≤ 1 this holds. For r₀ > 1 it requires ε > (r₀ − 1) exp(−r₀)/(2r₀). The logarithmic derivative of the right side vanishes when

1/(r₀ − 1) − 1/r₀ = 1, or r₀² − r₀ − 1 = 0.

The maximum is at the golden ratio φ = (1 + √5)/2. Because (φ − 1)/φ = 1/φ², the condition is

ε > exp(−φ)/(2φ²) = 0.0379.

A centrifugal barrier exists for small angular momenta at any energy, but above this limit its top lies below the projectile's energy. Below the limit there is an impact parameter for which the barrier top equals that energy. The projectile can then circle the atom indefinitely, and θ diverges at that impact parameter. The change to ρ in part (b) then also fails. For the helium parameters the limit is 4.35 eV in the laboratory, far below the 200 eV example. It belongs to the Yukawa model: with a contact polarization energy of −27 eV, a real helium atom cannot be treated as rigid at such energies.

The results of the numerical integrations are collected in the output below.

Table of computed values

```
1s exponent of He: 1.6875 1/bohr
screening length a: 0.03136 nm
strength A: 2.8799 eV nm;  A/a: 91.84 eV
mass ratio He/proton: 3.9737;  T_max/E_lab: 0.6425
orbiting limit eps: 0.03787
orbiting limit E_lab: 4.35 eV
example E_lab: 200 eV;  E_cm: 159.79 eV
eps: 1.7399;  k*a: 77.78;  A/(hbar v): 22.35
T_max: 128.51 eV;  pi a^2: 0.003089 nm^2
b/a=0.5: theta rep 43.24, att -62.37 deg
b/a=1.0: theta rep 17.41, att -22.69 deg
b/a=2.0: theta rep 4.38, att -4.86 deg
F classical: rep 0.14746, att 0.24151
F quantum:   rep 0.14743, att 0.24148
F first Born, both signs: 0.75104
S in 1e-15 eV cm^2 per atom:
S classical: rep 0.5854, att 0.9588
S att/rep: 1.6378
S first Born: 2.9816
He density at 1 Torr, 300 K: 3.219e+16 cm^-3
nuclear loss: rep 18.84, att 30.86 eV/cm
E_lab(eV)  eps  S_rep  S_att  att/rep  S_Born
  100    0.870 0.6464 1.3394 2.0723 5.5088
  200    1.740 0.5854 0.9588 1.6378 2.9816
  500    4.350 0.4318 0.5604 1.2980 1.3128
 1000    8.699 0.3054 0.3548 1.1615 0.7019
 5000   43.497 0.1053 0.1091 1.0363 0.1615
E_lab where A/(hbar v)=1: 99.9 keV
scan eps 0.05 to 1000: att/rep from 1.0017 to 3.225
largest att/rep at eps: 0.172
eps=1000, numerical/law: mean 1.000002, diff 1.00001
weak coupling, even part/Born: 1.00015
odd part growth when A doubles: 7.997
odd/even part at 2 mu A a/hbar^2=0.05: 0.02005
largest recoil-energy error: 1.2e-12
Neglected effects at the example energy (S as above):
static 1s atom: S rep 0.5016, att 0.8976
polarizability (rough input): 1.4 bohr^3
polarization energy at contact: -27.21 eV
static+polarization: S rep 0.3856, att 1.0624
electronic stopping, rough: 0.82
thermal energy kT at 300 K: 0.0259 eV
annihilation radius (rough input): 3 fm
annihilation/momentum-transfer area: 1.1e-04
```
